# Reflectionless Dimers in a One-Dimensional Random Alloy: a numerical check

```python
"""Random dimer alloy: a pair of equal impurity atoms in a one-dimensional
host chain reflects nothing at its own level if |gap| < 2*hop, and then a
line holding any arrangement of such pairs is transparent at that energy.

Model: E c[n] = level[n] c[n] - hop (c[n+1] + c[n-1]).
Host level = 0 (energy zero), dimer level = gap, both leads are host chains.
R, T: reflection and transmission probabilities. Energies are in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigvalsh_tridiagonal

rng = np.random.default_rng(12345)
hop = 1.0                  # eV, rough regime of copper s electrons
gap = 0.8                  # eV, dimer level minus host level
spacing = 0.25             # nm
n_dimers, n_hosts = 10, 180
n_sites = n_hosts + 2 * n_dimers
length = n_sites * spacing
temperature = 300.0        # K
phonon_path = 40.0         # nm, rough value for copper at room temperature


def line_transmission(levels, energy, bonds=None):
    """Recursion of the site equation from the outgoing wave backwards.
    bonds[j] is the hopping between sites j-1 and j."""
    energy = np.asarray(energy, dtype=float)
    sites = levels.shape[-1]
    if bonds is None:
        bonds = np.full(sites + 1, hop)
    wave = np.arccos(-energy / (2 * hop))
    ahead, here = np.exp(0j * wave), np.exp(-1j * wave)
    for n in range(sites - 1, -1, -1):
        behind = ((levels[..., n] - energy) * here
                  - bonds[..., n + 1] * ahead) / bonds[..., n]
        ahead, here = here, behind
    behind = -energy / hop * here - ahead
    incident = (here * np.exp(1j * wave) - behind) / (2j * np.sin(wave))
    return 1 / np.abs(incident) ** 2


def green_transmission(hamiltonian, energy, cross):
    """Total transmission from the Green function; cross is the Hamiltonian
    of one slice of the leads. All lead modes must be open."""
    width = len(cross)
    modes, vectors = np.linalg.eigh(cross)
    assert np.all(np.abs(energy - modes) < 2 * hop)
    wave = np.arccos((modes - energy) / (2 * hop))
    sigma = (vectors * (-hop * np.exp(1j * wave))) @ vectors.T
    matrix = energy * np.eye(len(hamiltonian)) - hamiltonian.astype(complex)
    matrix[:width, :width] -= sigma
    matrix[-width:, -width:] -= sigma
    source = np.eye(len(hamiltonian), width)
    column = np.linalg.solve(matrix, source)
    rate = 1j * (sigma - sigma.conj().T)
    through = column[-width:]
    total = np.trace(rate @ through @ rate @ through.conj().T).real
    return total, column


def chain_hamiltonian(levels):
    side = np.full(len(levels) - 1, -hop)
    return np.diag(levels) + np.diag(side, 1) + np.diag(side, -1)


def random_lines(count, hosts, pairs, first_level, second_level):
    """Shuffle single host atoms and two-atom units; return levels, starts."""
    flags = np.repeat([0, 1], [hosts, pairs])
    levels = np.zeros((count, hosts + 2 * pairs))
    starts = np.zeros((count, pairs), dtype=int)
    for row in range(count):
        start = np.flatnonzero(rng.permutation(flags)) + np.arange(pairs)
        levels[row, start] = first_level
        levels[row, start + 1] = second_level
        starts[row] = start
    return levels, starts


def dimer_ratio(energy, difference):
    """Derived R/T of one dimer."""
    return (difference ** 2 * (energy - difference) ** 2
            / (hop ** 2 * (4 * hop ** 2 - energy ** 2)))


def typical(transmissions):
    return np.exp(np.mean(np.log(transmissions)))


single_chain = np.zeros((1, 1))

# One dimer: Green function against the derived reflection formula.
for difference in (0.8, -1.3, 2.5):
    pair = chain_hamiltonian(np.array([difference, difference]))
    for energy in np.linspace(-1.9, 1.9, 39):
        direct, _ = green_transmission(pair, energy, single_chain)
        assert abs(direct - 1 / (1 + dimer_ratio(energy, difference))) < 1e-11

# Above and at the limiting level difference.
large_gap = 2.5
band = np.linspace(-1.9999, 1.9999, 40001)
best_large = line_transmission(np.array([large_gap] * 2), band).max()
best_formula = 4 / ((large_gap / hop) ** 2 - 2) ** 2
assert abs(best_large - best_formula) < 1e-6
edge_ratios = []
for below_edge in (1e-2, 1e-3):
    edge_t, _ = green_transmission(chain_hamiltonian(np.array([2.0, 2.0])),
                                   2.0 - below_edge, single_chain)
    edge_ratios.append(1 / edge_t - 1)
    assert abs(edge_ratios[-1] / below_edge - 1) < 0.01

# Whole random lines at the dimer level.
lines, starts = random_lines(4000, n_hosts, n_dimers, gap, gap)
worst_loss = np.max(np.abs(1 - line_transmission(lines, gap)))
assert worst_loss < 1e-9
line_matrix = chain_hamiltonian(lines[0])
resonant_t, column = green_transmission(line_matrix, gap, single_chain)
amplitude = np.abs(column[:, 0])
amplitude_spread = np.ptp(amplitude) / amplitude.mean()
assert abs(resonant_t - 1) < 1e-9 and amplitude_spread < 1e-9
detuned_t, _ = green_transmission(line_matrix, 0.3, single_chain)
assert abs(detuned_t - line_transmission(lines[0], 0.3)) < 1e-9

# Control: the same impurity atoms, each kept apart from the others.
split, _ = random_lines(4000, n_sites - 4 * n_dimers, 2 * n_dimers, gap, 0.0)
assert np.all(np.count_nonzero(split, axis=1) == 2 * n_dimers)
lone_ratio = 1 / line_transmission(np.array([gap]), gap) - 1
assert abs(lone_ratio - gap ** 2 / (4 * hop ** 2 - gap ** 2)) < 1e-11
split_t = typical(line_transmission(split, gap))
assert split_t < 0.2


# Near resonance: growth in long random products against the derived law.
def growth_per_dimer(offset, share, chains=5000, steps=3000, settle=200):
    energy = gap + offset
    angle = rng.uniform(0, 2 * np.pi, chains)
    here, behind = np.cos(angle), np.sin(angle)
    for step in range(steps):
        if step == settle:
            initial = np.mean(np.log(here ** 2 + behind ** 2))
        is_dimer = rng.random(chains) < share
        factor = (gap * is_dimer - energy) / hop
        here, behind = factor * here - behind, here
        again = factor * here - behind
        here, behind = (np.where(is_dimer, again, here),
                        np.where(is_dimer, here, behind))
    final = np.mean(np.log(here ** 2 + behind ** 2))
    return (final - initial) / ((steps - settle) * share)


curvature = gap ** 2 / (hop ** 2 * (4 * hop ** 2 - gap ** 2))
test_share = 0.5
growth_rows = []
for offset in (0.05, 0.10):
    measured = 0.5 * (growth_per_dimer(offset, test_share)
                      + growth_per_dimer(-offset, test_share))
    law = curvature * offset ** 2 / (1 - test_share)
    assert abs(measured / law - 1) < 0.08   # sampling and higher orders
    growth_rows.append((offset, measured, law))

share = n_dimers / (n_dimers + n_hosts)
half_window = np.sqrt(0.1 * (1 - share) / (n_dimers * curvature))
window_log = -0.5 * sum(np.mean(np.log(line_transmission(lines, gap + s)))
                        for s in (half_window, -half_window))
assert abs(window_log / 0.1 - 1) < 0.15     # finite offset and sampling

# Filling that puts the Fermi level on resonance, and the one-electron case.
wave_at_gap = np.arccos(-gap / (2 * hop))
filling = 2 * (n_hosts * wave_at_gap / np.pi + n_dimers) / n_sites
long_line, _ = random_lines(1, 20 * n_hosts, 20 * n_dimers, gap, gap)
spectrum = eigvalsh_tridiagonal(long_line[0],
                                np.full(long_line.shape[1] - 1, -hop))
counted_filling = 2 * np.count_nonzero(spectrum < gap) / len(spectrum)
assert abs(counted_filling - filling) < 4 / len(spectrum)
middle = len(spectrum) // 2
fermi = 0.5 * (spectrum[middle - 1] + spectrum[middle])
fermi_t = typical(line_transmission(lines, fermi))

# Thermal spread with the Fermi level on resonance.
thermal = const.k * temperature / const.e
reduced = np.linspace(-12, 12, 49)
weights = 1 / np.cosh(reduced / 2) ** 2
weights /= weights.sum()
spread_t = line_transmission(lines[:1000, None, :], gap + thermal * reduced)
thermal_loss = 1 - np.mean(spread_t @ weights)
thermal_law = (n_dimers * curvature * (np.pi * thermal) ** 2
               / (3 * (1 - share)))
assert abs(thermal_loss / thermal_law - 1) < 0.15  # sampling, higher orders

# Different hopping inside each dimer: the resonance moves.
inner_hop = 1.1 * hop
bonds = np.full((len(lines), n_sites + 1), hop)
np.put_along_axis(bonds, starts + 1, inner_hop, axis=1)
shift = (hop ** 2 - inner_hop ** 2) / gap
assert abs(gap + shift) < 2 * hop
moved_t = line_transmission(lines, gap + shift, bonds)
assert np.max(np.abs(moved_t - 1)) < 1e-9
inner_t = typical(line_transmission(lines, gap, bonds))

# Unequal levels inside each dimer: a floor of reflection remains.
mismatch = 0.1
low, high = gap - mismatch / 2, gap + mismatch / 2
floor_scan = np.min(1 / line_transmission(np.array([low, high]), band) - 1)
floor_formula = (mismatch / (2 * hop)) ** 2
assert abs(floor_scan / floor_formula - 1) < 1e-3
uneven, _ = random_lines(4000, n_hosts, n_dimers, low, high)
uneven_t = typical(line_transmission(uneven, gap))


# Two neighbouring chains, each with its own random dimers.
def ladder_transmission(leg_one, leg_two, coupling):
    levels = np.column_stack([leg_one, leg_two]).ravel()
    rungs = np.zeros(len(levels) - 1)
    rungs[::2] = -coupling
    along = np.full(len(levels) - 2, -hop)
    matrix = (np.diag(levels) + np.diag(rungs, 1) + np.diag(rungs, -1)
              + np.diag(along, 2) + np.diag(along, -2))
    cross = np.array([[0.0, -coupling], [-coupling, 0.0]])
    return green_transmission(matrix, gap, cross)[0] / 2


side_hop = 1.0
clean = np.zeros(n_sites)
assert abs(ladder_transmission(clean, clean, side_hop) - 1) < 1e-9
assert abs(ladder_transmission(lines[0], lines[1], 0.0) - 1) < 1e-9
ladder_t = np.mean([ladder_transmission(lines[2 * j], lines[2 * j + 1],
                                        side_hop) for j in range(40)])
assert ladder_t < 0.9

phonon_t = phonon_path / (phonon_path + length)
quantum_resistance = const.h / (2 * const.e ** 2) / 1e3

print(f"hopping t: {hop:.2f} eV")
print(f"level difference Delta: {gap:.2f} eV")
print(f"atom spacing: {spacing:.2f} nm")
print(f"line: {n_sites} atoms, {length:.0f} nm")
print(f"dimers: {n_dimers}, host atoms: {n_hosts}")
print(f"dimer share of units c: {share:.4f}")
print(f"k at dimer level: {wave_at_gap:.4f} rad per site")
for energy in (0.4, 0.8, 1.2):
    one = 1 - line_transmission(np.array([gap, gap]), energy)
    many = typical(line_transmission(lines, energy))
    print(f"E={energy:.1f} eV: one-dimer R={abs(one):.5f}, "
          f"line typical T={many:.4f}")
print(f"random lines tested at dimer level: {len(lines)}")
print(f"largest |1-T| among them: {worst_loss:.1e}")
print(f"relative spread of |c_n|, one line: {amplitude_spread:.1e}")
print(f"Delta={large_gap:.1f} eV: greatest one-dimer T={best_large:.4f}")
for below_edge, ratio in zip((1e-2, 1e-3), edge_ratios):
    print(f"Delta=2t, {below_edge:.3f} eV below edge: R/T={ratio:.6f}")
print(f"isolated impurity R/T at dimer level: {lone_ratio:.4f}")
print(f"{2 * n_dimers} isolated impurities, typical T: {split_t:.4f}")
print(f"resistance at T=1: {quantum_resistance:.3f} kohm")
print(f"resistance at isolated typical T: "
      f"{quantum_resistance / split_t:.1f} kohm")
print(f"long-product test, dimer share c: {test_share:.2f}")
for offset, measured, law in growth_rows:
    print(f"offset {offset:.2f} eV: -<ln T>/dimer "
          f"{measured:.6f}, law {law:.6f}")
print(f"half-window for mean -ln T=0.1: {half_window:.4f} eV")
print(f"mean -ln T found at its two ends: {window_log:.4f}")
print(f"filling for resonance: {filling:.4f} electrons/atom")
print(f"filling by counting states: {counted_filling:.4f} electrons/atom")
print(f"Fermi level, 1 electron/atom: {fermi:.4f} eV above host level")
print(f"typical T at that Fermi level: {fermi_t:.4f}")
print(f"temperature: {temperature:.0f} K, kT: {thermal:.5f} eV")
print(f"thermal loss 1-T: {thermal_loss:.5f}, law {thermal_law:.5f}")
print(f"inner hopping t': {inner_hop:.2f} eV")
print(f"resonance shift from t': {shift:.4f} eV")
print(f"typical T at old resonance with t': {inner_t:.4f}")
print(f"level difference inside dimer: {mismatch:.2f} eV")
print(f"floor of R/T: scan {floor_scan:.6f}, formula {floor_formula:.6f}")
print(f"typical line T with unequal levels: {uneven_t:.4f}")
print(f"rough copper phonon mean free path: {phonon_path:.0f} nm")
print(f"length / mean free path: {length / phonon_path:.2f}")
print(f"phonon-limited T estimate: {phonon_t:.3f}")
print(f"coupling to second chain: {side_hop:.2f} eV")
print(f"mean T per channel, coupled chains: {ladder_t:.4f}")
print("done: every assertion held")
```

Printed output:

```
hopping t: 1.00 eV
level difference Delta: 0.80 eV
atom spacing: 0.25 nm
line: 200 atoms, 50 nm
dimers: 10, host atoms: 180
dimer share of units c: 0.0526
k at dimer level: 1.9823 rad per site
E=0.4 eV: one-dimer R=0.02597, line typical T=0.7629
E=0.8 eV: one-dimer R=0.00000, line typical T=1.0000
E=1.2 eV: one-dimer R=0.03846, line typical T=0.6654
random lines tested at dimer level: 4000
largest |1-T| among them: 0.0e+00
relative spread of |c_n|, one line: 7.3e-15
Delta=2.5 eV: greatest one-dimer T=0.2215
Delta=2t, 0.010 eV below edge: R/T=0.010025
Delta=2t, 0.001 eV below edge: R/T=0.001000
isolated impurity R/T at dimer level: 0.1905
20 isolated impurities, typical T: 0.0201
resistance at T=1: 12.906 kohm
resistance at isolated typical T: 642.0 kohm
long-product test, dimer share c: 0.50
offset 0.05 eV: -<ln T>/dimer 0.000938, law 0.000952
offset 0.10 eV: -<ln T>/dimer 0.003817, law 0.003810
half-window for mean -ln T=0.1: 0.2230 eV
mean -ln T found at its two ends: 0.1021
filling for resonance: 1.2358 electrons/atom
filling by counting states: 1.2360 electrons/atom
Fermi level, 1 electron/atom: 0.0851 eV above host level
typical T at that Fermi level: 0.4558
temperature: 300 K, kT: 0.02585 eV
thermal loss 1-T: 0.00435, law 0.00442
inner hopping t': 1.10 eV
resonance shift from t': -0.2625 eV
typical T at old resonance with t': 0.8918
level difference inside dimer: 0.10 eV
floor of R/T: scan 0.002500, formula 0.002500
typical line T with unequal levels: 0.9737
rough copper phonon mean free path: 40 nm
length / mean free path: 1.25
phonon-limited T estimate: 0.444
coupling to second chain: 1.00 eV
mean T per channel, coupled chains: 0.2280
done: every assertion held
```
